**Electron-ion equilibration in copper: energy balance and its limits**

The program tests $T_f=[-C_l+\sqrt{C_l^2+2\gamma E}]/\gamma$ with $E=\gamma T_{e0}^2/2+C_lT_{l0}$. Here $T_{e0}$ and $T_{l0}$ are the initial electron and ion temperatures, $\gamma T_e$ is the electron heat capacity, $C_l$ is the ion heat capacity, and $T_f$ is the common final temperature. It asserts that the formula agrees with a root found from numerically integrated heat capacities, and with the end point of the time-dependent exchange equations for both a constant and a temperature-dependent coupling. It also asserts that the ions warm without overshooting, that the melting-onset formula leads to the melting point, and that a Fermi-Dirac sum over a flat band reproduces the linear heat-capacity law. The output gives $T_f\approx641$ K. For the constant coupling, the electron-ion temperature difference falls to 1% of its initial value in about 6.7 ps. With a rough model of the d band and the same 5000 K start, the final temperature rises to 742 K. This shift is asserted to be larger than those from a Debye lattice, with or without thermal expansion, and from substrate loss during equilibration.

## Numerical check

```python
"""Common final temperature of hot electrons and cold ions in copper.

Result under test: with Ce = gamma*Te and constant Cl, a closed volume ends at
    Tf = (-Cl + sqrt(Cl^2 + 2*gamma*E)) / gamma,
    E  = gamma*Te0^2/2 + Cl*Tl0.
Te0, Tl0: initial electron and ion temperatures (K)
gamma: electron heat coefficient, J/(m^3 K^2); Cl: ion heat capacity, J/(m^3 K)
G: electron-ion coupling, here in J/(m^3 K ps); times are in ps.
The program also sizes d-electron excitation, a Debye lattice, thermal
expansion and heat loss to a substrate, using rough typical copper values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import expit

gamma, Cl = 97.0, 3.5e6
Te0, Tl0 = 5000.0, 300.0
k_eV = const.k / const.e

# Rough typical values for copper and for a film on an insulator
G0 = 1.0e17 * 1e-12          # J/(m^3 K ps)
thickness = 50e-9            # m
h_interface = 1.0e8 * 1e-12  # J/(m^2 K ps)
T_melt = 1360.0              # K
theta_debye = 340.0          # K
alpha_v = 5.0e-5             # volume expansion, 1/K
bulk_modulus = 1.4e11        # Pa
density, molar_mass = 8960.0, 63.55e-3
n_atoms = density * const.N_A / molar_mass
d_top, d_bottom = -2.0, -5.5  # eV relative to the Fermi level


def final_temperature(te, tl):
    energy = gamma * te**2 / 2 + Cl * tl
    return (-Cl + np.sqrt(Cl**2 + 2 * gamma * energy)) / gamma


Tf = final_temperature(Te0, Tl0)
E_el = gamma * Te0**2 / 2
E_ion = Cl * Tl0
E_total = E_el + E_ion
root_negative = (-Cl - np.sqrt(Cl**2 + 2 * gamma * E_total)) / gamma


# Heat balance from numerical integrals of the heat capacities
def heat_balance(t):
    lost = quad(lambda x: gamma * x, t, Te0)[0]
    gained = quad(lambda x: Cl, Tl0, t)[0]
    return lost - gained


assert abs(brentq(heat_balance, Tl0, Te0) - Tf) < 1e-6
heat_lost = quad(lambda x: gamma * x, Tf, Te0)[0]
heat_gained = Cl * (Tf - Tl0)
assert abs(heat_lost / heat_gained - 1) < 1e-9


# Time-dependent exchange between electrons and ions
def relax(te, coupling, t_end=60.0, loss=0.0):
    def rates(t, y):
        flow = coupling(y[0]) * (y[0] - y[1])
        return [-flow / (gamma * y[0]),
                (flow - loss * (y[1] - Tl0)) / Cl]

    def nearly_equal(t, y):
        return (y[0] - y[1]) - 0.01 * (te - Tl0)

    return solve_ivp(rates, (0.0, t_end), [te, Tl0], method="LSODA",
                     rtol=1e-10, atol=1e-8, events=nearly_equal)


run_const = relax(Te0, lambda te: G0)
run_vary = relax(Te0, lambda te: G0 * (1 + te / 2000.0))
for run in (run_const, run_vary):
    assert run.success
    assert np.all(np.abs(run.y[:, -1] - Tf) < 1e-2)
    assert np.all(np.diff(run.y[1]) > -1e-4)
    assert run.y[1].max() < Tf + 1e-2
t_equal = run_const.t_events[0][0]
t_equal_vary = run_vary.t_events[0][0]

# Electron temperature that just brings the solid to the melting point
Te_melt = np.sqrt(T_melt**2 + 2 * Cl * (T_melt - Tl0) / gamma)
run_melt = relax(Te_melt, lambda te: G0)
assert np.all(np.abs(run_melt.y[:, -1] - T_melt) < 1e-2)
assert Tf < T_melt

# Heat loss to the substrate during equilibration
run_loss = relax(Te0, lambda te: G0, t_end=t_equal,
                 loss=h_interface / thickness)
E_left = gamma * run_loss.y[0, -1]**2 / 2 + Cl * run_loss.y[1, -1]
drop_loss = (E_total - E_left) / Cl
drop_bound = h_interface * (Tf - Tl0) * t_equal / (thickness * Cl)
assert 0 < drop_loss < drop_bound

# Electron energy from Fermi-Dirac sums; midpoint grid in eV
step = 0.005
grid = -9.0 + step * (np.arange(4800) + 0.5)
filled = (grid < 0).astype(float)
g_sp = 3 * gamma / (np.pi**2 * const.k**2) * const.e / n_atoms
dos_flat = np.full_like(grid, g_sp)
in_d_band = (grid > d_bottom) & (grid < d_top)
dos_d = dos_flat + in_d_band * 10.0 / (d_top - d_bottom)


def band_state(t, dos):
    """Chemical potential (eV) and thermal energy (J/m^3)."""
    def change(mu):
        return expit((mu - grid) / (k_eV * t)) - filled
    mu = brentq(lambda m: np.sum(dos * change(m)) * step, -1.0, 3.0,
                xtol=1e-13)
    energy = np.sum(dos * grid * change(mu)) * step
    return mu, energy * n_atoms * const.e


# The flat band must reproduce the linear heat-capacity law
for t in (2000.0, Te0):
    assert abs(band_state(t, dos_flat)[1] / (gamma * t**2 / 2) - 1) < 1e-3

mu_d, E_el_d = band_state(Te0, dos_d)
Tf_d = brentq(lambda t: band_state(t, dos_d)[1] + Cl * t - E_el_d - E_ion,
              Tl0, 3000.0)
E_at_melt = band_state(T_melt, dos_d)[1]
Te_melt_d = brentq(lambda t: band_state(t, dos_d)[1] - E_at_melt
                   - Cl * (T_melt - Tl0), 2000.0, 10000.0)
assert Tf < Tf_d < T_melt
assert Te0 < Te_melt_d < Te_melt


# Debye lattice, without and with the constant-pressure expansion term
def debye_energy(t):
    x_max = theta_debye / t
    integral = quad(lambda x: x**3 / np.expm1(x), 0, x_max)[0]
    return 9 * n_atoms * const.k * t * integral / x_max**3


def lattice_final(expansion):
    def balance(t):
        gained = debye_energy(t) - debye_energy(Tl0)
        gained += expansion * alpha_v**2 * bulk_modulus * (t**2 - Tl0**2) / 2
        return gamma * (Te0**2 - t**2) / 2 - gained
    return brentq(balance, Tl0, 3000.0)


Tf_debye = lattice_final(0.0)
Tf_expand = lattice_final(1.0)
others = [abs(Tf_debye - Tf), abs(Tf_expand - Tf), drop_bound]
assert Tf_d - Tf > max(others)

# Quick estimate and the common error
T_no_electrons = E_total / Cl
Ce0 = gamma * Te0
T_fixed_Ce = (Ce0 * Te0 + Cl * Tl0) / (Ce0 + Cl)
assert T_no_electrons > Tf and T_fixed_Ce > Tf

MJ = 1e6
print(f"Electron coefficient gamma: {gamma:.0f} J/(m^3 K^2)")
print(f"Ion heat capacity Cl: {Cl/MJ:.2f} MJ/(m^3 K)")
print(f"Initial electron, ion temperature: {Te0:.0f}, {Tl0:.0f} K")
print(f"Initial Ce: {Ce0/MJ:.3f} MJ/(m^3 K)")
print(f"Initial electron energy: {E_el/MJ:.1f} MJ/m^3")
print(f"Initial ion energy Cl*Tl0: {E_ion/MJ:.1f} MJ/m^3")
print(f"Total energy E: {E_total/MJ:.1f} MJ/m^3")
print(f"Square root in the formula: "
      f"{np.sqrt(Cl**2 + 2*gamma*E_total)/MJ:.6f} MJ/(m^3 K)")
print(f"Final common temperature: {Tf:.2f} K")
print(f"Rejected negative root: {root_negative:.0f} K")
print(f"Final Ce: {gamma*Tf/MJ:.4f} MJ/(m^3 K)")
print(f"Final electron energy: {gamma*Tf**2/2/MJ:.1f} MJ/m^3")
print(f"Final ion energy: {Cl*Tf/MJ:.1f} MJ/m^3")
print(f"Heat lost by electrons: {heat_lost/MJ:.1f} MJ/m^3")
print(f"Heat gained by ions: {heat_gained/MJ:.1f} MJ/m^3")
print(f"Estimate without final electron energy: {T_no_electrons:.1f} K")
print(f"Wrong result with Ce fixed at 5000 K value: {T_fixed_Ce:.1f} K")
print(f"Rough coupling G: {G0*1e12:.1e} W/(m^3 K)")
print(f"End temperatures, constant G: {run_const.y[0,-1]:.2f} (el), "
      f"{run_const.y[1,-1]:.2f} (ion) K")
print(f"End temperatures, G(Te)=G*(1+Te/2000 K): {run_vary.y[0,-1]:.2f} "
      f"(el), {run_vary.y[1,-1]:.2f} (ion) K")
print(f"Time to 1% of initial difference, constant G: {t_equal:.2f} ps")
print(f"Same time, varying G: {t_equal_vary:.2f} ps")
print(f"Rough melting point: {T_melt:.0f} K")
print(f"Electron temperature for melting onset, linear Ce: {Te_melt:.0f} K")
print(f"Same, with d band: {Te_melt_d:.0f} K")
print(f"kT at 5000 K: {k_eV*Te0:.3f} eV")
print(f"Rough d band, bottom and top: {d_bottom:.1f}, {d_top:.1f} eV")
print(f"sp density of states: {g_sp:.3f} per eV per atom")
print(f"Chemical potential shift at 5000 K, d band: {mu_d:.3f} eV")
print(f"Electron energy at 5000 K with d band: {E_el_d/MJ:.0f} MJ/m^3")
print(f"Ratio to linear-law energy: {E_el_d/E_el:.2f}")
print(f"Final temperature with d band: {Tf_d:.0f} K")
print(f"Change due to d band: {Tf_d-Tf:+.0f} K")
print(f"Rough Debye temperature: {theta_debye:.0f} K")
print(f"Dulong-Petit heat capacity: {3*n_atoms*const.k/MJ:.2f} MJ/(m^3 K)")
print(f"Rough volume expansion coefficient: {alpha_v:.1e} 1/K")
print(f"Rough bulk modulus: {bulk_modulus/1e9:.0f} GPa")
print(f"Final temperature, Debye, fixed volume: {Tf_debye:.1f} K")
print(f"Final temperature, Debye plus expansion: {Tf_expand:.1f} K")
print(f"Film thickness: {thickness*1e9:.0f} nm")
print(f"Rough interface conductance: {h_interface*1e12:.1e} W/(m^2 K)")
print(f"Cooling by substrate during equilibration: {drop_loss:.2f} K")
print(f"Upper bound on that cooling: {drop_bound:.2f} K")
print("ALL CHECKS PASSED")
```

Printed output:

```
Electron coefficient gamma: 97 J/(m^3 K^2)
Ion heat capacity Cl: 3.50 MJ/(m^3 K)
Initial electron, ion temperature: 5000, 300 K
Initial Ce: 0.485 MJ/(m^3 K)
Initial electron energy: 1212.5 MJ/m^3
Initial ion energy Cl*Tl0: 1050.0 MJ/m^3
Total energy E: 2262.5 MJ/m^3
Square root in the formula: 3.562152 MJ/(m^3 K)
Final common temperature: 640.74 K
Rejected negative root: -72806 K
Final Ce: 0.0622 MJ/(m^3 K)
Final electron energy: 19.9 MJ/m^3
Final ion energy: 2242.6 MJ/m^3
Heat lost by electrons: 1192.6 MJ/m^3
Heat gained by ions: 1192.6 MJ/m^3
Estimate without final electron energy: 646.4 K
Wrong result with Ce fixed at 5000 K value: 872.0 K
Rough coupling G: 1.0e+17 W/(m^3 K)
End temperatures, constant G: 640.74 (el), 640.74 (ion) K
End temperatures, G(Te)=G*(1+Te/2000 K): 640.74 (el), 640.74 (ion) K
Time to 1% of initial difference, constant G: 6.73 ps
Same time, varying G: 3.43 ps
Rough melting point: 1360 K
Electron temperature for melting onset, linear Ce: 8851 K
Same, with d band: 6817 K
kT at 5000 K: 0.431 eV
Rough d band, bottom and top: -5.5, -2.0 eV
sp density of states: 0.292 per eV per atom
Chemical potential shift at 5000 K, d band: 0.037 eV
Electron energy at 5000 K with d band: 1574 MJ/m^3
Ratio to linear-law energy: 1.30
Final temperature with d band: 742 K
Change due to d band: +101 K
Rough Debye temperature: 340 K
Dulong-Petit heat capacity: 3.52 MJ/(m^3 K)
Rough volume expansion coefficient: 5.0e-05 1/K
Rough bulk modulus: 140 GPa
Final temperature, Debye, fixed volume: 649.1 K
Final temperature, Debye plus expansion: 633.6 K
Film thickness: 50 nm
Rough interface conductance: 1.0e+08 W/(m^2 K)
Cooling by substrate during equilibration: 0.95 K
Upper bound on that cooling: 1.31 K
ALL CHECKS PASSED
```
